# Reduced Energy and Nuclear Stopping of 50 keV Arsenic in Silicon

## Problem

An arsenic ion enters silicon with a laboratory kinetic energy $E=50$ keV. Find its reduced energy $\varepsilon$ in the Ziegler-Biersack-Littmark (ZBL) description of atomic collisions. From it find the universal reduced nuclear stopping $s(\varepsilon)$, the stopping cross section $S$, and the mean energy lost to silicon atoms per nanometre of path. Take a round density of $N=50$ atoms/nm³.

The ion has charge number $Z_1=33$ and mass $M_1=74.922$ u. The target atoms have $Z_2=14$ and $M_2=28.085$ u, and are at rest. Equations are in Hartree atomic units, in which the electron charge and mass and $\hbar$ are one. Nuclear stopping means the energy given to whole target atoms in elastic collisions; energy given to electrons is left out. The collisions are treated as classical, nonrelativistic and binary, and the target as random, so there is no channelling.

Two nuclei at distance $r$ repel each other with the screened potential

$$V(r)=\frac{Z_1Z_2}{r}\,\Phi\!\left(\frac ra\right),\qquad a=\frac{0.8854}{Z_1^{0.23}+Z_2^{0.23}},$$

where $a$ is the screening length and the universal screening function is

$$\Phi(x)=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4028x}+0.02817e^{-0.2016x}.$$

## A tempting solution

The reduced energy compares the energy of the collision with the natural energy of the repulsion, $Z_1Z_2/a$. The silicon atom is at rest, so all the kinetic energy is carried by the ion, and the energy of the collision seems to be $E$. This suggests

$$\varepsilon\overset{?}{=}\frac{aE}{Z_1Z_2}.$$

With $Z_1^{0.23}=2.2349$ and $Z_2^{0.23}=1.8349$, the screening length is

$$a=\frac{0.8854}{2.2349+1.8349}=0.21755\ \text{bohr}.$$

The ion energy is $E=1837.47$ hartree and $Z_1Z_2=462$, so

$$\varepsilon\overset{?}{=}\frac{0.21755\times1837.47}{462}=0.865.$$

The published stopping curve would then be read at this point. Its value at the nearby $\varepsilon=1$ is 0.314, which is an unremarkable number and gives no warning.

## Where it fails

The screening length and the arithmetic are right. The fault is the claim that the whole of $E$ can be spent against the repulsion.

Consider a head-on collision. At closest approach the distance between the atoms is momentarily constant, so both move with the same velocity $U$. Momentum conservation, with $v$ the initial speed of the ion, gives

$$M_1v=(M_1+M_2)U,\qquad U=\frac{M_1v}{M_1+M_2}.$$

The pair therefore still has the kinetic energy

$$\frac12(M_1+M_2)U^2=\frac{M_1}{M_1+M_2}\,\frac12M_1v^2=\frac{M_1}{M_1+M_2}E .$$

This part cannot be converted into potential energy without violating momentum conservation. What remains is

$$E_{\rm cm}=E-\frac{M_1}{M_1+M_2}E=\frac{M_2}{M_1+M_2}E .$$

It is the kinetic energy of the relative motion, $E_{\rm cm}=\tfrac12\mu v^2$ with $\mu=M_1M_2/(M_1+M_2)$.

The tempting solution is thus too large by the factor $E/E_{\rm cm}=1+M_1/M_2$. For a light ion on a heavy target this tends to one and the error disappears. Here the ion is the heavier partner, and the factor is $1/0.27265=3.67$.

## Why one parameter governs the orbit

The head-on argument identifies the right energy. The full orbit shows that this energy enters through a single number. Let $b$ be the impact parameter, the distance by which the undeflected ion would miss the target atom. The angular momentum of the relative motion is $L=\mu vb$, so the centrifugal energy is

$$\frac{L^2}{2\mu r^2}=\frac{\mu v^2}{2}\frac{b^2}{r^2}=E_{\rm cm}\frac{b^2}{r^2}.$$

Energy conservation, $E_{\rm cm}=\tfrac12\mu\dot r^2+E_{\rm cm}b^2/r^2+V(r)$, then gives

$$\dot r^2=v^2\left[1-\frac{b^2}{r^2}-\frac{V(r)}{E_{\rm cm}}\right].$$

Now measure lengths in units of $a$, with $x=r/a$ and $\beta=b/a$. The potential term becomes

$$\frac{V}{E_{\rm cm}}=\frac{Z_1Z_2}{aE_{\rm cm}}\,\frac{\Phi(x)}{x}=\frac{\Phi(x)}{\varepsilon x},\qquad \boxed{\varepsilon=\frac{aE_{\rm cm}}{Z_1Z_2}} .$$

The polar angle changes at the rate $L/(\mu r^2)=vb/r^2$. Dividing by $|\dot r|$ gives the angle swept per unit radial distance. The incoming and outgoing halves of the orbit are equal, and an undeflected path sweeps $\pi$. The deflection in the centre-of-mass frame is therefore

$$\theta=\pi-2\beta\int_{x_0}^{\infty}\frac{dx}{x^2\sqrt{1-\Phi(x)/(\varepsilon x)-\beta^2/x^2}},$$

where the turning point $x_0$ is the outermost zero of the square root. Masses, charges and energy enter through $\varepsilon$ alone once $\beta$ is given.

## The reduced energy

The energy of relative motion is

$$E_{\rm cm}=0.27265\times1837.47=501.0\ \text{hartree},$$

and therefore

$$\varepsilon=\frac{0.21755\times501.0}{462}=0.2359\approx0.24 .$$

For energies in keV the same definition reads

$$\varepsilon=\frac{32.54\,M_2E_{\rm keV}}{Z_1Z_2(M_1+M_2)(Z_1^{0.23}+Z_2^{0.23})},$$

because $0.8854\times1000/27.2114=32.54$. The customary coefficient is 32.53, a difference that does not matter here.

The number has a geometric meaning. Without screening, a head-on collision would stop the approach at $d=Z_1Z_2/E_{\rm cm}=0.922$ bohr, so $\varepsilon=a/d$. Here $d=4.24\,a$: the bare repulsion would turn the ion well outside the screening length. With screening, the head-on turning point satisfies $\Phi(x)=\varepsilon x$, which gives $x=1.375$. There $\Phi=0.2359\times1.375=0.324$, so the potential energy is about a third of its bare value at that distance. Screening cannot be treated as a small correction at this energy.

## From deflection to stopping

Before the collision the target atom has velocity $-\mathbf U$ in the centre-of-mass frame, where $U=M_1v/(M_1+M_2)$ as above. An elastic collision turns this velocity through $\theta$ without changing its magnitude. Returning to the laboratory adds $\mathbf U$, so the final target velocity is the difference of two vectors of length $U$ at an angle $\theta$. Its length is $2U\sin(\theta/2)$, and the recoil energy is

$$T=\frac{M_2}{2}\,4U^2\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2,\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}=0.7933 .$$

The largest transfer is $\gamma E=39.66$ keV. This exceeds $E_{\rm cm}$, which is $0.27265\times50=13.6$ keV, and there is no contradiction. The limit $E_{\rm cm}$ applies to the energy stored in the repulsion at closest approach. The recoil energy is measured in the laboratory, where the target atom also shares in the motion of the centre of mass.

In a layer of thickness $dz$, the mean number of target atoms met with impact parameter between $b$ and $b+db$ is $N\,dz\,2\pi b\,db$. The mean energy loss is therefore $NS\,dz$, with

$$S=\int_0^\infty T\,2\pi b\,db=\pi a^2\gamma E\int_0^\infty\sin^2\frac\theta2\,d(\beta^2),$$

where $2b\,db=a^2d(\beta^2)$ was used. The remaining integral depends on $\varepsilon$ alone. The reduced stopping is defined with one further factor of $\varepsilon$:

$$s(\varepsilon)=\frac{\varepsilon S}{\pi a^2\gamma E}=\varepsilon\int_0^\infty\sin^2\frac\theta2\,d(\beta^2).$$

The factor is useful because $E/\varepsilon$ does not depend on energy. From the definition of $\varepsilon$,

$$\frac{\gamma E}{\varepsilon}=\frac{4M_1M_2}{(M_1+M_2)^2}\,\frac{Z_1Z_2(M_1+M_2)}{aM_2}=\frac{4M_1}{M_1+M_2}\,\frac{Z_1Z_2}{a},$$

so that

$$S=4\pi a\,Z_1Z_2\,\frac{M_1}{M_1+M_2}\,s(\varepsilon).$$

For a given ion and target, the whole energy dependence of $S$ is that of $s$.

## The value of the universal stopping

For $\varepsilon\le30$ the ZBL fit to the integral is

$$s(\varepsilon)=\frac{\ln(1+1.1383\,\varepsilon)}{2\left[\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\,\varepsilon^{0.5}\right]} .$$

At $\varepsilon=0.2359$ the numerator is 0.23787. The three terms in the bracket are 0.23591, 0.00972 and 0.09517, so

$$s=\frac{0.23787}{2(0.23591+0.00972+0.09517)}=\frac{0.23787}{0.68160}=0.349 .$$

Direct quadrature of the scattering integral gives 0.3484. The fit is 0.16 % above it, relative to the integral.

The stopping cross section follows with $M_1/(M_1+M_2)=1-0.27265=0.72735$:

$$S=4\pi\times0.21755\times462\times0.72735\times0.3490=320.6\ \text{hartree bohr}^2 .$$

In the unit usual for stopping data this is 244 eV per $10^{15}$ atoms/cm². The chosen density is $5\times10^{22}$ atoms/cm³. One nanometre is $10^{-7}$ cm, so each nanometre of path contains $5\times10^{15}$ atoms/cm², that is, 5 layers of $10^{15}$ atoms/cm². The mean nuclear energy loss is therefore

$$NS=5\times244.3\ \text{eV/nm}\approx1.22\ \text{keV/nm}.$$

## A check that does not use the reduced energy

The choice between $E$ and $E_{\rm cm}$ can be tested without the centre-of-mass formulas. Newton's equations for both atoms were integrated in the laboratory frame, with the force taken from $V(r)$ and the silicon atom initially at rest. At $b=a$ the recoil energy is 14.952 keV. The reduced description gives $\theta=75.76^\circ$ and

$$T=39.66\,\sin^2(37.88^\circ)\ \text{keV}=14.95\ \text{keV},$$

in agreement. Summing such trajectories over impact parameter gives $S=320.079$ hartree bohr², the same to the printed digits as the scattering integral evaluated at $\varepsilon=0.2359$. These tests confirm the kinematics and the integration. They do not measure the error of the universal potential, which both calculations share.

## What the mistake would cost

The size of the error depends on which formula is used next. In the last formula for $S$, the reduced energy enters through $s$ alone. The curve is flat in this region, with fitted values 0.317 at $\varepsilon=0.1$ and 0.314 at $\varepsilon=1$, so a wrong $\varepsilon$ changes the answer modestly. In the equivalent form $S=\pi a^2\gamma E\,s/\varepsilon$, the wrong $\varepsilon$ also stands in the denominator, and that alone makes $S$ too small by the factor 3.67. A plausible value of $s$ is thus no evidence that $\varepsilon$ is right.

## High and low energy

At high energy the form of $s$ can be found from the bare Coulomb force. Set $\Phi=1$ and $u=1/x$ in the deflection integral, and complete the square with $k=1/(2\varepsilon\beta)$:

$$1-\frac u\varepsilon-\beta^2u^2=1+k^2-(\beta u+k)^2 .$$

The integral runs from $u=0$ to the zero of this expression, so

$$\beta\int_0^{u_0}\frac{du}{\sqrt{1+k^2-(\beta u+k)^2}}=\frac\pi2-\arcsin\frac{k}{\sqrt{1+k^2}}=\frac\pi2-\arctan k .$$

Hence $\theta=2\arctan k$, and $\sin^2(\theta/2)=k^2/(1+k^2)=1/(1+4\varepsilon^2\beta^2)$. Integrating up to a largest value $\beta_m$ gives

$$s=\varepsilon\int_0^{\beta_m^2}\frac{d(\beta^2)}{1+4\varepsilon^2\beta^2}=\frac{\ln(1+4\varepsilon^2\beta_m^2)}{4\varepsilon}.$$

This diverges as $\beta_m\to\infty$: without screening, distant collisions would give an infinite mean loss. Screening cuts the integral off at a $\beta_m$ of order one. For $\varepsilon\gg1$ the leading logarithm is then $s\approx\ln\varepsilon/(2\varepsilon)$, which is also the leading behaviour of the fit and is the form used above $\varepsilon=30$. At a given $\beta\gg1/\varepsilon$ the factor $\sin^2(\theta/2)$ falls as $1/\varepsilon^2$, faster than the factor $E$ in $T$ grows, so fast ions lose less energy to nuclei.

At very low energy the numerator of the fit tends to $1.1383\,\varepsilon$, while the term with the smallest power dominates the bracket. The fit then falls to zero as $\varepsilon^{1-0.21226}$. This is a formal limit, approached very slowly: at $\varepsilon=10^{-5}$, about 2 eV for arsenic in silicon, the local exponent is still only 0.68. Between these limits it has a maximum. Since 0.349 exceeds the values at both $\varepsilon=0.1$ and $\varepsilon=1$, a maximum lies between those two points.

For arsenic in silicon, $\varepsilon$ is proportional to $E$, so $\varepsilon=0.1$ corresponds to $50\times0.1/0.2359=21$ keV and $\varepsilon=1$ to 212 keV. Slowing from 50 to 21 keV lowers the nuclear stopping by about 9 %. The fit stays within 1 % of the integral at $\varepsilon=0.01$, 0.1 and 1, but is 3.6 % below it at $\varepsilon=10$.

## Reading the energy loss

At a constant 1.22 keV/nm, 50 keV would be spent in about 41 nm. This is a scale for the path length, not a predicted implantation depth: the stopping varies with energy, the path bends, and electronic losses must be added.

The loss is also far from smooth. Collisions with $b<a$ have the cross section $\pi a^2$. With $a=0.21755\times0.052918=0.01151$ nm, the mean path between them is

$$\frac1{N\pi a^2}=\frac{1}{50\,\pi\,(0.01151)^2}\ \text{nm}\approx48\ \text{nm}.$$

This is comparable with the whole path, while a single collision at $b=a$ already removes 15 keV, or 30 % of the initial energy. The stopping cross section therefore describes the average over many ions. The history of one ion depends strongly on how many such violent collisions it happens to meet, and the spread of final depths requires the distribution of $T$ as well as its mean. In a crystal, an ion steered along an open channel meets fewer small impact parameters than the random target assumed here, and this value of $S$ does not apply to it.

The numerical output below lists the values used.

## Calculated quantities

```
Charge numbers As, Si: 33, 14
Atomic masses As, Si: 74.922, 28.085 u
Laboratory energy: 50.0 keV = 1837.47 hartree
Hartree energy: 27.2114 eV
Bohr radius: 0.052918 nm
Z1^0.23, Z2^0.23: 2.2349, 1.8349
Screening length a: 0.21755 bohr
Mass fraction M2/(M1+M2): 0.27265
Centre-of-mass energy: 500.99 hartree
Unscreened head-on distance d: 0.92218 bohr
Ratio d/a: 4.239
Screened head-on distance / a: 1.375
Reduced energy eps: 0.2359
Wrong eps from laboratory energy: 0.8653
Derived energy coefficient: 32.538 per keV
Fit numerator ln(1+1.1383 eps): 0.23787
Fit denominator term eps: 0.23591
Fit denominator term 0.01321 eps^0.21226: 0.00972
Fit denominator term 0.19593 eps^0.5: 0.09517
Fit full denominator: 0.68160
Reduced nuclear stopping, fit: 0.3490
Reduced nuclear stopping, integral: 0.3484
Fit minus integral, relative: 0.16 %
Energy transfer factor gamma: 0.7933
Largest recoil energy gamma*E: 39.66 keV
Head-on recoil, trajectory: 39.66 keV
Angle at b=a, centre of mass: 75.76 deg
Recoil at b=a, formula: 14.952 keV
Recoil at b=a, trajectory: 14.952 keV
Stopping cross section, fit: 320.602 hartree bohr^2
Stopping cross section, integral: 320.079 hartree bohr^2
Stopping cross section, paths: 320.079 hartree bohr^2
Stopping cross section, fit: 244.3 eV/(1e15 atoms/cm^2)
Derived stopping coefficient: 8.478 eV/(1e15 atoms/cm^2)
Chosen atomic density: 50.0 atoms/nm^3
Nuclear energy loss, fit: 1221 eV/nm
eps=0.01: fit s=0.1637, integral s=0.1639, difference=-0.12 %
eps=0.1: fit s=0.3170, integral s=0.3174, difference=-0.14 %
eps=1: fit s=0.3143, integral s=0.3119, difference=0.78 %
eps=10: fit s=0.1182, integral s=0.1226, difference=-3.58 %
```
